# Imaginary frequencies needed for the hydrogen-pair C6 coefficient

## The problem

Two hydrogen atoms in their ground states are a distance $R$ apart. The nuclei are fixed, the electrons nonrelativistic, and $R$ is large enough for overlap to be negligible but small enough for retardation to be ignored. The leading interaction energy is $-C_6/R^6$, with

$$C_6=\frac{3}{\pi}\int_0^\infty \alpha(iu)^2\,du ,$$

where $\alpha(iu)$ is the dipole polarizability of one atom at imaginary frequency. Hartree atomic units (au) are used throughout.

(a) Derive this integral, and find a form of $\alpha(iu)$ that can be evaluated to many digits.

(b) Confirm $C_6=6.499$ without any quadrature over frequency.

(c) Evaluate the integral with $n$ Gauss-Legendre nodes $x_i$ on $(-1,1)$ and the map
$$u=u_0\,\frac{1+x}{1-x},\qquad u_0=0.5 .$$
Estimate from a one-pole model how many nodes give four digits, then find the number for hydrogen. "Four digits" means that the result rounds to 6.499 and still does so for every larger $n$ up to 60, so that a chance hit does not count.

## Hints

1. The perturbed wavefunction is a p wave. Look for radial functions on which the p-wave Hamiltonian, measured from the ground-state energy, acts as a number times $1/r$.
2. A sum over pairs of excited states gives $C_6$ with no frequency in it.
3. For one pole at $w=u_0$, split the mapped integrand into even and odd parts.
4. The sum $\sum_i g_i/(z-x_i)$ over Gauss-Legendre nodes and weights is a ratio of two polynomials that obey the same recurrence.

## Solution

### (a) From the Coulomb energy to the polarizability

Let $\mathbf r_A,\mathbf r_B$ be the electron positions relative to their own nuclei, and $\mathbf R$ the vector from nucleus A to nucleus B. The interaction is

$$\frac1R-\frac1{|\mathbf R+\mathbf r_B|}-\frac1{|\mathbf R-\mathbf r_A|}+\frac1{|\mathbf R+\mathbf r_B-\mathbf r_A|}.$$

Expand to second order in the displacements. The constant and linear terms cancel, as do the quadratic terms in one electron alone. The last fraction leaves the cross term $V=-\sum_{ab}r_{A,a}T_{ab}r_{B,b}$, with $T_{ab}=\partial_a\partial_b(1/R)$. For $\mathbf R$ along $z$, $T=\mathrm{diag}(-1,-1,2)/R^3$, so that $\sum_{ab}T_{ab}^2=6/R^6$.

The first-order energy vanishes because $\langle0|\mathbf r|0\rangle=0$. For the same reason, $V$ couples the ground state only to states with both atoms excited. Let $w_i$ be the excitation energy of p level $i$ and $z_i=\langle i,p_z|z|0\rangle$. The sum over the three orientations on each atom gives the factor 6:

$$C_6=6\sum_{ij}\frac{|z_i|^2|z_j|^2}{w_i+w_j}=\frac32\sum_{ij}\frac{p_ip_j}{w_i+w_j},\qquad p_i=2|z_i|^2 .$$

Sums include the continuum. The polarizability at real frequency $\omega$ is $\sum_i 2w_i|z_i|^2/(w_i^2-\omega^2)$; setting $\omega=iu$ gives

$$\alpha(iu)=\sum_i\frac{w_ip_i}{w_i^2+u^2}.$$

Partial fractions connect the two expressions:

$$\int_0^\infty\!\frac{du}{(a^2+u^2)(b^2+u^2)}=\frac{1}{b^2-a^2}\left(\frac{\pi}{2a}-\frac{\pi}{2b}\right)=\frac{\pi}{2ab(a+b)} .$$

Hence $\int_0^\infty\alpha^2du=\frac{\pi}{2}\sum_{ij}p_ip_j/(w_i+w_j)$, and multiplication by $3/\pi$ reproduces $C_6$.

**Radial equation.** The ground state is $2e^{-r}Y_{00}$. Since $\cos\theta\,Y_{00}=Y_{10}/\sqrt3$, the function $z|0\rangle$ has the radial part, multiplied by $r$, equal to $g/\sqrt3$ with $g=2r^2e^{-r}$. The p-wave Hamiltonian minus the ground-state energy $-\tfrac12$ is

$$W=-\frac12\frac{d^2}{dr^2}+\frac1{r^2}-\frac1r+\frac12 .$$

Because $\mathrm{Re}\,(w+iu)^{-1}=w/(w^2+u^2)$,

$$\alpha(iu)=\frac23\,\mathrm{Re}\,\langle g|(W+iu)^{-1}|g\rangle .$$

**A basis suited to $W$.** Take $S_k=r^2e^{-r}L_k(t)$ with $t=2r$, where $L_k$ is the associated Laguerre polynomial $L_k^{(3)}$, $k=0,1,\dots$. Differentiating the product twice gives

$$S_k''=e^{-r}\left[(2-4r+r^2)L_k+4(2r-r^2)L_k'+4r^2L_k''\right],$$

with primes on $L_k$ meaning $d/dt$. Insert this in $W$. The terms in $L_k$ add up to $(-1+2r-\tfrac12r^2)+(1-r+\tfrac12r^2)=r$, so

$$WS_k=re^{-r}\left[L_k-(4-t)L_k'-tL_k''\right]=(k+1)\frac{S_k}{r}.$$

The last step uses Laguerre's equation $tL_k''+(4-t)L_k'+kL_k=0$.

The $S_k$ are orthogonal with weight $1/r$, and their norms are

$$N_k=\int_0^\infty\frac{S_k^2}{r}dr=\frac1{16}\int_0^\infty t^3e^{-t}L_k^2\,dt=\frac{(k+1)(k+2)(k+3)}{16}.$$

With $s_k=S_k/\sqrt{N_k}$, the matrix of $W$ is $D=\mathrm{diag}(1,2,3,\dots)$. The overlap $O$ has one more factor $r=t/2$ in its integral. The recurrence $tL_k=(2k+4)L_k-(k+1)L_{k+1}-(k+3)L_{k-1}$ and the ratio $N_{k+1}/N_k=(k+4)/(k+1)$ then give

$$O_{kk}=k+2,\qquad O_{k,k+1}=O_{k+1,k}=-\tfrac12\sqrt{(k+1)(k+4)} .$$

Finally $g=2S_0=2\sqrt{N_0}\,s_0$, and the prefactor is $\frac23\cdot4N_0=\frac23\cdot4\cdot\frac38=1$. Therefore

$$\alpha(iu)=\mathrm{Re}\;b^T(D+iuO)^{-1}b,\qquad b=(2,-1,0,0,\dots)^T,$$

where $b$ is the first column of $O$. At $u=0$ this is $4/1+1/2=9/2$, unchanged by adding functions beyond the second. Since the basis is complete, $9/2$ is the exact static value in this model. A finite-difference solution of the radial equation was tested against the basis result at $u=0$, 0.2, 0.5 and 2; they agree within a relative $10^{-5}$.

### (b) The value without frequency quadrature

Solve $Dc=wOc$ with $c^TOc=1$. The strengths are $p=(c\cdot b)^2$, and the double sum for $C_6$ becomes finite.

With one function, $w=\frac12$ and $p=2$, so $C_6=\frac32\cdot4/1=6$. With two functions,

$$(1-2w)(2-3w)-w^2=5w^2-7w+2=0,$$

so $w=\frac25$ and $w=1$. The eigenvectors are proportional to $(2,-1)$ and $(1,1)$, with squared norms $c^TOc$ of 15 and 3. Hence $p=25/15=\frac53$ and $p=\frac13$, and

$$C_6=\frac32\left[\frac{25/9}{4/5}+\frac{1/9}{2}+2\,\frac{5/9}{7/5}\right]=6.4821 .$$

Three, four and five functions give 6.49844, 6.49900 and 6.49903. These values cannot fall as the basis grows. $C_6$ is a positive constant times $\langle G|M^{-1}|G\rangle$, with $G=g(r_A)g(r_B)$ and $M=W_A+W_B$ positive, and

$$\langle G|M^{-1}|G\rangle=\max_F\left[2\langle F|G\rangle-\langle F|M|F\rangle\right].$$

A larger space for $F$ can only raise the maximum. With 40 functions the sum is 6.499027, and adaptive quadrature of $\alpha^2$ gives the same value to the printed digits. So $C_6=6.499$ au, or 3.883 eV Å$^6$.

These digits belong to the stated model. A finite proton mass replaces the electron mass by the reduced mass $\mu$. Lengths then scale as $1/\mu$ and excitation energies as $\mu$, so $C_6\propto|z|^4/w\propto\mu^{-5}$. With an electron-to-proton mass ratio of about $5.4\times10^{-4}$, this raises $C_6$ by about $0.3\%$, which already changes the third digit.

### (c) The mapped rule

The map has $du=2u_0\,dx/(1-x)^2$. With Gauss-Legendre weights $g_i$,

$$C_6(n)=\frac3\pi\sum_{i=1}^n\frac{2u_0g_i}{(1-x_i)^2}\,\alpha(iu_i)^2 .$$

At large $u$, $\alpha\to u^{-2}\sum_iw_ip_i$, so $\alpha^2$ falls as $(1-x)^4$. This outweighs the factor $(1-x)^{-2}$, and the mapped integrand vanishes at $x=1$.

**One-pole estimate.** Let $\alpha=a\,w^2/(w^2+u^2)$ and choose $u_0=w$. Then $w^2+u^2=2w^2(1+x^2)/(1-x)^2$, so

$$\alpha^2du=\frac{a^2w}{2}\,\frac{(1-x)^2}{(1+x^2)^2}\,dx=\frac{a^2w}{2}\left[\frac1{1+x^2}-\frac{2x}{(1+x^2)^2}\right]dx .$$

The odd term drops out of the integral, and also out of the rule, whose nodes are symmetric. It remains to study $G_n=\sum_ig_i/(1+x_i^2)$, which approximates $\pi/2$.

The nodes are the zeros of the Legendre polynomial $P_n$. Define

$$Q_n(z)=\int_{-1}^1\frac{P_n(z)-P_n(x)}{z-x}\,dx .$$

The integrand is a polynomial in $x$ of degree $n-1$, which the rule integrates exactly. As $P_n(x_i)=0$, it follows that $Q_n(z)=P_n(z)\sum_ig_i/(z-x_i)$. At $z=i$, $1/(i-x)=-(i+x)/(1+x^2)$; the part odd in $x$ cancels, and $G_n=iQ_n(i)/P_n(i)$.

The Legendre recurrence is $nP_n=(2n-1)zP_{n-1}-(n-1)P_{n-2}$. $Q_n$ obeys it too for $n\ge2$: the one extra term is $(2n-1)\int_{-1}^1P_{n-1}dx=0$. Write $P_n(i)=i^nB_n/n!$ and $Q_n(i)=i^{n-1}A_n/n!$. Both sequences then satisfy

$$B_n=(2n-1)B_{n-1}+(n-1)^2B_{n-2},$$

with $B_0=B_1=1$, $A_0=0$, $A_1=2$, and $G_n=A_n/B_n$. The first values are $2,\ \frac32,\ \frac{19}{12}$, with relative errors $+27\%$, $-4.5\%$ and $+0.8\%$.

From the recurrence, $A_nB_{n-1}-A_{n-1}B_n$ changes by the factor $-(n-1)^2$ at each step, starting from 2 at $n=1$. Thus

$$G_n-G_{n-1}=\frac{2(-1)^{n-1}[(n-1)!]^2}{B_nB_{n-1}} .$$

These steps alternate in sign. Their size falls each time by the factor $n^2B_{n-1}/B_{n+1}$, which is below 1 by the recurrence. The error of $G_n$ therefore alternates as well, and is smaller than the next step. For the rate, put $q_n=B_n/(nB_{n-1})$. Its recurrence tends to $q=2+1/q$, with solution $q=1+\sqrt2$, so the error shrinks per added node by a factor approaching $q^2\approx5.83$. Between $n=9$ and $n=10$ the computed factor is 5.818.

To round to 6.499, a value must lie between 6.4985 and 6.4995, which allows relative errors from about $-8.1\times10^{-5}$ to $+7.3\times10^{-5}$. The one-pole errors are $+2.4\times10^{-4}$ at $n=5$ and $-4.1\times10^{-5}$ at $n=6$. The estimate is six nodes.

**Hydrogen.** For $n=1$ the node is $x=0$ with $g=2$, so $u=0.5$ and the weight in $u$ is 2. With $\alpha(0.5i)=1.9054$,

$$C_6(1)=\frac3\pi\cdot2\cdot1.9054^2=6.934 .$$

Further values, with errors relative to the double sum, are:

| $n$ | $C_6(n)$ / au | error / au |
|---|---|---|
| 4 | 6.53461 | $+3.6\times10^{-2}$ |
| 5 | 6.49110 | $-7.9\times10^{-3}$ |
| 6 | 6.50046 | $+1.4\times10^{-3}$ |
| 7 | 6.49882 | $-2.05\times10^{-4}$ |
| 8 | 6.49905 | $+1.8\times10^{-5}$ |

Six nodes give 6.500, and seven give 6.499. All larger $n$ up to 60 keep that rounding, so **seven imaginary frequencies are needed at $u_0=0.5$**. The one-pole estimate is one too low. It assumes a single pole placed exactly at $u_0$, whereas hydrogen has a spread of excitation energies and its strongest contributions lie below 0.5; the mismatch alone is enough to cost the extra node. At $w=u_0$ the double-pole part of the integrand is odd and drops out, which it does not do otherwise. A single pole at $w=0.375$, $0.43$ or $0.55$ already needs seven nodes at $u_0=0.5$. Repeating the six- and seven-node sums with finite-difference polarizabilities changes them by less than $2\times10^{-5}$, a tested limit well below their distance from the rounding boundaries.

The seven contributions, in order of rising frequency, are

$$0.657764+1.673066+2.360640+1.449013+0.329761+0.028225+0.000353=6.498822 .$$

The four lowest frequencies, up to $u=0.5$, supply 6.140 of this. The highest, $u=19.1$, supplies only 0.00035, yet without it the sum would be 6.49847 and would round to 6.498.

## Variation 1: too few basis functions

*Suppose $\alpha(iu)$ comes from the two-function basis, which has the exact static polarizability. Can more frequencies give 6.499?*

No. As $n$ grows, the rule converges to the integral of the polarizability supplied to it, here 6.4821. The remaining error is $-0.0169$ au, or $-0.26\%$ of $C_6$, and it lies in $\alpha(iu)$ at nonzero $u$.

Three functions give 6.49844, which rounds to 6.498. Four give 6.49900, so at least four are needed for a converged integral to round correctly. With fewer, a coarse rule could still hit 6.499 by cancellation between basis and quadrature errors. The two errors should therefore be converged separately.

## Variation 2: another map scale

*How does the required number depend on $u_0$?*

A pole of $\alpha$ at $u=iw$ maps to $x_p=(iw-u_0)/(iw+u_0)$, which lies on the unit circle. Its distances from $x=1$ and $x=-1$ are $2u_0/\sqrt{u_0^2+w^2}$ and $2w/\sqrt{u_0^2+w^2}$. It therefore lies on the ellipse with foci $\pm1$ whose parameter $\rho>1$ satisfies

$$\rho+\frac1\rho=\frac{2(u_0+w)}{\sqrt{u_0^2+w^2}} .$$

To see what $\rho$ controls, set $x=(\zeta+1/\zeta)/2$. An integrand analytic inside the ellipse has a Laurent series in $\zeta$ for $1/\rho<|\zeta|<\rho$. Its Chebyshev coefficients are then bounded by a constant times $\rho_1^{-k}$ for any $\rho_1<\rho$. The rule is exact through degree $2n-1$ and has positive weights of sum 2, so its error is bounded by a constant times $\rho_1^{-2n}$.

The right-hand side above is largest at $u_0=w$, where $\rho=1+\sqrt2$ and the rate found in (c) returns. For a badly matched pole, $w=10u_0$, $\rho=1.54$. The bound corresponds to a decay of the logarithm of the error of $2\ln\rho=0.863$ per node at large $n$, and the observed average between $n=10$ and $n=26$, where the error is largest within the windows 10–14 and 26–30, is 0.779. The integrand has a double pole there. Since $1/(z-x)^2$ is minus the $z$-derivative of $1/(z-x)$, differentiating an error that falls as $\rho^{-2n}$ brings a factor proportional to $n$. Over this range that lowers the apparent rate by about $\ln(26/10)/16\approx0.06$, to 0.80. The remaining 0.02 comes from the oscillation produced by the complex-conjugate pair of poles: the error is at about 70% of its envelope at $n=10$ and at the full envelope at $n=26$.

In hydrogen, $w$ runs from $\frac38$ (1s to 2p) through the ionization energy $\frac12$ to infinity. At fixed $u_0$, $\rho\to1$ as $w\to\infty$, so the one-pole bound gives no common geometric rate for the whole spectrum. The required numbers are therefore found by direct evaluation:

| $u_0$ / au | required $n$ |
|---|---|
| 0.1 | 9 |
| 0.2 | 6 |
| 0.3 | 7 |
| 0.4 | 6 |
| 0.7 | 7 |
| 1.0 | 8 |
| 2.0 | 10 |

At $u_0=0.1$ the rule first rounds correctly at $n=7$, but the result does not hold for all larger $n$ until $n=9$. This is the kind of chance hit that the definition excludes.

A scan from 0.1 to 2.0 in steps of 0.01 finds a minimum of five nodes, at only one point of the scan, $u_0=0.41$. The likely reason, not tested here, is that the five-node error changes sign near this scale. Such tuning requires knowing the answer. Without it, a scale near the main excitation energies and seven or eight nodes, checked by adding one more, is the sounder choice. The numerical output lists the nodes, weights and polarizabilities of the seven-point rule.

## Table of computed values

```
Sturmian functions in reference: 40
alpha(0) = 4.500000 au
C6 double sum = 6.49902671 au
C6 adaptive quadrature = 6.49902671 au
C6 = 3.8833 eV Angstrom^6
basis size 1: C6 = 6.0000000 au
basis size 2: C6 = 6.4821429 au
basis size 3: C6 = 6.4984440 au
basis size 4: C6 = 6.4990026 au
basis size 5: C6 = 6.4990254 au
basis size 10: C6 = 6.4990267 au
Main map scale u0 = 0.5 au; errors are rule minus reference
n=1: C6=6.933754 au, error=+4.35e-01 au, one-pole relative error=+2.73e-01
n=2: C6=6.712115 au, error=+2.13e-01 au, one-pole relative error=-4.51e-02
n=3: C6=6.376811 au, error=-1.22e-01 au, one-pole relative error=+7.98e-03
n=4: C6=6.534609 au, error=+3.56e-02 au, one-pole relative error=-1.38e-03
n=5: C6=6.491096 au, error=-7.93e-03 au, one-pole relative error=+2.39e-04
n=6: C6=6.500463 au, error=+1.44e-03 au, one-pole relative error=-4.11e-05
n=7: C6=6.498822 au, error=-2.05e-04 au, one-pole relative error=+7.08e-06
n=8: C6=6.499045 au, error=+1.84e-05 au, one-pole relative error=-1.22e-06
n=9: C6=6.499028 au, error=+1.06e-06 au, one-pole relative error=+2.10e-07
n=10: C6=6.499026 au, error=-1.01e-06 au, one-pole relative error=-3.60e-08
one-pole error shrink factor, n=9 to 10: 5.818
one-pole prediction of required n: 6
u0=0.5 au: first hit n=7, required n=7
Rule with n=7: u, weight, alpha(iu), part of C6 (all au)
  0.013055 0.034084 4.495474 0.657764
  0.074207 0.092223 4.358647 1.673066
  0.211316 0.193195 3.577104 2.360640
  0.500000 0.417959 1.905388 1.449013
  1.183063 1.081610 0.565039 0.329761
  3.368939 4.186822 0.084021 0.028225
  19.149420 49.994107 0.002720 0.000353
u0=0.1 au: first hit n=7, required n=9
u0=0.2 au: first hit n=6, required n=6
u0=0.3 au: first hit n=7, required n=7
u0=0.4 au: first hit n=6, required n=6
u0=0.7 au: first hit n=7, required n=7
u0=1.0 au: first hit n=8, required n=8
u0=2.0 au: first hit n=10, required n=10
scan u0 = 0.1 to 2.0 au, step 0.01 au
smallest required n in scan: 5, at 1 scales between u0=0.41 and 0.41 au
pole w=10 u0: rho=1.5395, decay per node predicted 0.863, seen 0.779 (natural log)
```
